\section*{When the polar axis of a tetragonal ferroelectric stops maximizing d33}

\section{The best cut of a tetragonal ferroelectric}

A plate is cut from a single-domain tetragonal ferroelectric crystal, electrodes are put on its two faces, and the change of its thickness under a voltage is measured. If the plate normal lies along the spontaneous polarization, the field lengthens or shortens the polarization. If the normal is tilted, the field also has a component across the polarization and turns it. Turning the polarization shears the crystal, and a shear seen from an oblique direction changes the thickness. A tilted plate therefore loses part of one response and gains part of another. We ask when the gain wins, so that the polar axis is no longer the direction of largest longitudinal response, even among its immediate neighbours.

\subsection{The tensor and its conventions}

Let $x_3$ be the polar axis of a crystal of class $4mm$. The crystal is free of stress, and field and strain are small enough for a linear law,
\begin{equation}
S_{jk}=\sum_i d_{ijk}E_i ,\qquad d_{ijk}=d_{ikj},
\label{eq:def}
\end{equation}
where $S_{jk}$ is the strain induced by the field $E_i$. The symmetry in $j,k$ is that of the strain.

The mirror $x_1\to-x_1$ multiplies a component by $-1$ for each index 1. Since the crystal is unchanged, every component with an odd number of indices 1 vanishes. The mirror $x_2\to-x_2$ removes those with an odd number of indices 2. Of three indices, an odd number must then be 3, which leaves $d_{333}$, $d_{311}$, $d_{322}$, $d_{113}=d_{131}$ and $d_{223}=d_{232}$. The fourfold rotation exchanges the indices 1 and 2, apart from a sign that enters twice in these components and cancels. Hence $d_{311}=d_{322}$ and $d_{113}=d_{223}$, and three constants remain:
\begin{equation}
d_{33}=d_{333},\qquad d_{31}=d_{311},\qquad d_{15}=2d_{113}.
\label{eq:voigt}
\end{equation}
The factor 2 arises because $d_{15}$ gives the engineering shear $S_5=2S_{13}$ produced by $E_1$. It matters below: in tensor components the sum $d_{15}+d_{31}$ reads $2d_{113}+d_{311}$.

The sense of $x_3$ is chosen so that $d_{33}>0$. This is possible whenever $d_{33}\neq0$, because reversing all three axes reverses the sign of every component of a third-rank tensor. The case $d_{33}=0$ is excluded.

\subsection{Rotation to the plate axes}

Let the rows of the orthogonal matrix $R$ be the plate axes, written in crystal coordinates. The tensor in the plate frame is
\begin{equation}
d'_{abc}=\sum_{ijk}R_{ai}R_{bj}R_{ck}\,d_{ijk}.
\label{eq:rot}
\end{equation}
The third row of $R$ is the plate normal,
\begin{equation}
\mathbf n=(\sin\theta\cos\phi,\ \sin\theta\sin\phi,\ \cos\theta).
\label{eq:n}
\end{equation}
The electrodes make the field parallel to $\mathbf n$, and the thickness strain is the strain along $\mathbf n$. The measured coefficient is therefore $d_{33}^*=d'_{333}$. Setting $a=b=c=3$ in (\ref{eq:rot}) and keeping the nonzero components gives
\begin{align}
d_{33}^*&=\sum_{ijk}n_in_jn_k\,d_{ijk}\nonumber\\
&=d_{333}n_3^3+d_{311}n_3(n_1^2+n_2^2)+2d_{113}n_3(n_1^2+n_2^2).
\label{eq:contract}
\end{align}
The 2 in the last term counts the equal components $d_{113}$ and $d_{131}$, and likewise $d_{223}$ and $d_{232}$. With (\ref{eq:voigt}) and $n_1^2+n_2^2=\sin^2\theta$,
\begin{equation}
d_{33}^*(\theta)=\cos\theta\left[(d_{15}+d_{31})\sin^2\theta+d_{33}\cos^2\theta\right].
\label{eq:law}
\end{equation}
The azimuth $\phi$ has dropped out. A third-rank tensor of this symmetry does not distinguish $[100]$ from $[110]$ in its longitudinal response, so any maximum away from the axis is a whole cone of directions.

The constants $d_{15}$ and $d_{31}$ enter through their sum. The first describes a shear caused by the transverse field, the second a lateral strain caused by the axial field. Both carry one factor $\cos\theta$ and two factors $\sin\theta$, so a longitudinal measurement at any set of angles cannot separate them.

\subsection{The local criterion}

Divide (\ref{eq:law}) by $d_{33}$ and write
\begin{equation}
\mu=\frac{d_{15}+d_{31}}{d_{33}},\qquad c=\cos\theta,\qquad
f(c)=\frac{d_{33}^*}{d_{33}}=\mu c+(1-\mu)c^3 ,
\label{eq:f}
\end{equation}
where $\sin^2\theta=1-c^2$ was used. On the polar axis $c=1$ and $f=1$. The deficit of any other direction factorizes:
\begin{align}
1-f(c)&=1-\mu c-(1-\mu)c^3\nonumber\\
&=(1-c)+(1-\mu)(c-c^3)\nonumber\\
&=(1-c)\,g(c),\qquad g(c)=1+(1-\mu)\,c(1+c).
\label{eq:factor}
\end{align}
The second line adds and subtracts $c$; the third uses $c-c^3=c(1-c)(1+c)$. Away from the axis $1-c>0$, so the sign of $g$ decides whether a direction responds less or more than the polar axis.

Close to the axis, $g(c)$ tends to
\begin{equation}
g(1)=1+2(1-\mu)=3-2\mu .
\label{eq:g1}
\end{equation}
There are three cases.

If $\mu<3/2$, then $g(1)>0$. By continuity $g$ is positive in a neighbourhood of the axis, and the axis is a strict local maximum.

If $\mu>3/2$, then $g(1)<0$. Every direction sufficiently near the axis responds more strongly, and the axis is a strict local minimum.

If $\mu=3/2$, then $g(1)=0$ and the next order is needed. Here
\begin{equation}
g(c)=1-\tfrac12c(1+c)=\tfrac12(2-c-c^2)=\tfrac12(1-c)(2+c),
\label{eq:marginal}
\end{equation}
which is positive for $-1\le c<1$. The axis is still a strict maximum.

Hence, for $d_{33}>0$, the polar axis ceases to be a local maximum of $d_{33}^*$ if and only if
\begin{equation}
d_{15}+d_{31}>\tfrac32\,d_{33}.
\label{eq:criterion}
\end{equation}

The same result in terms of the angle follows from $1-c\simeq\theta^2/2$. Equations (\ref{eq:factor}) and (\ref{eq:g1}) give, to leading order,
\begin{equation}
d_{33}^*\simeq d_{33}+\left(d_{15}+d_{31}-\tfrac32d_{33}\right)\theta^2 ,
\label{eq:theta2}
\end{equation}
and at equality (\ref{eq:marginal}) gives
\begin{equation}
d_{33}^*\simeq d_{33}\left[1-\tfrac12\left(\tfrac{\theta^2}{2}\right)^2\!\cdot3\right]
=d_{33}\left(1-\tfrac38\theta^4\right).
\label{eq:theta4}
\end{equation}
The origin of the number $3/2$ can now be read off. The axial response is projected onto $\mathbf n$ three times, once for the field and twice for the strain, and each projection costs $\theta^2/2$. The other two constants enter with $\sin^2\theta\simeq\theta^2$. A negative $d_{31}$, which means a lateral contraction under a field that extends the axis, raises the value of $d_{15}$ that is needed.

\subsection{Where the maximum goes}

The derivative of (\ref{eq:f}) is
\begin{equation}
f'(c)=\mu-3(\mu-1)c^2 .
\label{eq:fprime}
\end{equation}
For $\mu>3/2$ it vanishes at $c=\pm c_*$, with
\begin{equation}
c_*^2=\frac{\mu}{3(\mu-1)},\qquad
\sin^2\theta_*=1-c_*^2=\frac{2\mu-3}{3(\mu-1)} .
\label{eq:cone}
\end{equation}
The first expression is below 1 because $3(\mu-1)-\mu=2\mu-3>0$. From (\ref{eq:fprime}), $f$ rises for $|c|<c_*$ and falls outside that interval. The point $c_*$ is thus a maximum, and since $f$ falls from there to $f(1)=1$, its height exceeds 1. The remaining candidate, the end point $c=-1$, has $f=-1$. The cone is therefore the global maximum. Its height follows from $(\mu-1)c_*^2=\mu/3$:
\begin{equation}
\frac{d_{33}^*(\theta_*)}{d_{33}}=c_*\left[\mu-(\mu-1)c_*^2\right]=\tfrac23\,\mu\,c_* .
\label{eq:height}
\end{equation}

Just above the threshold put $\mu=3/2+\delta$ with $0<\delta\ll1$. Then (\ref{eq:cone}) gives
\begin{equation}
\sin^2\theta_*=\frac{2\delta}{3(\tfrac12+\delta)}\simeq\tfrac43\delta,
\qquad \theta_*\simeq\sqrt{4\delta/3}.
\label{eq:near}
\end{equation}
The cone opens continuously but with a square-root law. To leading order the relative gain is $\delta\theta_*^2-\frac38\theta_*^4=\frac43\delta^2-\frac23\delta^2=\frac23\delta^2$. A crystal slightly past the threshold thus has a visibly displaced maximum and almost nothing to gain from it. In the opposite limit, $\mu\to\infty$, (\ref{eq:cone}) gives $c_*^2\to1/3$. The cone angle approaches $54.74^\circ$ from below, and the height grows as $2\mu/(3\sqrt3)$.

Below the threshold, (\ref{eq:factor}) also settles the global question. On $-1\le c\le1$ the product $c(1+c)$ runs from $-1/4$, at $c=-1/2$, to $2$, at $c=1$. For $1\le\mu\le3/2$ the smallest value of $g$ is $3-2\mu\ge0$. For $\mu<1$ it is $1-(1-\mu)/4=(3+\mu)/4$, which is non-negative if $\mu\ge-3$. The polar axis is therefore the global maximum for $-3\le\mu\le3/2$, with a tie at $\theta=120^\circ$ when $\mu=-3$. For $\mu<-3$ it remains a local maximum, but a cone in the opposite hemisphere exceeds it. By (\ref{eq:law}), $d_{33}^*(\pi-\theta)=-d_{33}^*(\theta)$, so this cone is the mirror image of directions at less than $90^\circ$ that contract strongly. The criterion (\ref{eq:criterion}) is a statement about the signed coefficient near the axis and does not cover this second case.

\subsection{What drives the crossing: a Landau model}

To see which property of the crystal brings it past the threshold, take the fourth-order free energy density of a cubic parent phase at zero stress,
\begin{equation}
G=a\sum_iP_i^2+a_{11}\sum_iP_i^4+a_{12}\sum_{i<j}P_i^2P_j^2,
\qquad b=\frac{a_{12}}{a_{11}},
\label{eq:landau}
\end{equation}
with $a<0$ and $a_{11}>0$. Let $m_i=P_i/P$ be the direction cosines of the polarization. Squaring $\sum_im_i^2=1$ gives $\sum_im_i^4=1-2\sum_{i<j}m_i^2m_j^2$, so that
\begin{equation}
G=aP^2+a_{11}P^4\Big[1+(b-2)\sum_{i<j}m_i^2m_j^2\Big].
\label{eq:aniso}
\end{equation}
For $b>2$ the bracket is smallest when $\mathbf P$ lies along a cube axis, and the stable state is tetragonal. Minimizing $aP^2+a_{11}P^4$ then gives $P_0^2=-a/(2a_{11})$, or $2a=-4a_{11}P_0^2$.

In a field, equilibrium requires $\partial G/\partial P_i=E_i$. The susceptibilities $\chi=\partial P/\partial E$ are therefore the inverse second derivatives at $\mathbf P=(0,0,P_0)$, where the mixed derivatives $4a_{12}P_iP_j$ vanish:
\begin{align}
\chi_{33}^{-1}&=2a+12a_{11}P_0^2=8a_{11}P_0^2,\label{eq:chi33}\\
\chi_{11}^{-1}&=2a+2a_{12}P_0^2=2a_{11}P_0^2(b-2).\label{eq:chi11}
\end{align}
The first measures resistance to a change of length of $\mathbf P$, the second resistance to its rotation. As $b\to2$ the energy (\ref{eq:aniso}) loses its dependence on direction, and $\chi_{11}$ diverges.

The strain follows the polarization through electrostriction,
\begin{equation}
\begin{aligned}
S_{11}&=Q_{11}P_1^2+Q_{12}(P_2^2+P_3^2),\\
S_{33}&=Q_{11}P_3^2+Q_{12}(P_1^2+P_2^2),\\
S_5&=2S_{13}=Q_{44}P_1P_3 .
\end{aligned}
\label{eq:Q}
\end{equation}
These strains are counted from the cubic phase, whereas a measurement counts from the poled crystal. We neglect the difference, a relative correction of the order of the spontaneous strain (below 1\% for the parameters used later; it changes the coefficients by about 1\% and the threshold $b_c$ found below by a few thousandths), and take their field derivatives as the piezoelectric coefficients. Differentiating at $\mathbf P=(0,0,P_0)$,
\begin{equation}
d_{33}=2Q_{11}P_0\chi_{33},\quad
d_{31}=2Q_{12}P_0\chi_{33},\quad
d_{15}=Q_{44}P_0\chi_{11}.
\label{eq:dQ}
\end{equation}
Take $P_0>0$ and $Q_{11}>0$, so that $d_{33}>0$ as the criterion requires. Inserting (\ref{eq:dQ}) in (\ref{eq:criterion}) and dividing by $P_0\chi_{33}>0$ gives $Q_{44}\chi_{11}/\chi_{33}+2Q_{12}>3Q_{11}$. For $Q_{44}>0$,
\begin{equation}
\frac{\chi_{11}}{\chi_{33}}>r_c,\qquad r_c=\frac{3Q_{11}-2Q_{12}}{Q_{44}} .
\label{eq:rc}
\end{equation}
From (\ref{eq:chi33}) and (\ref{eq:chi11}), $\chi_{11}/\chi_{33}=4/(b-2)$. If $r_c>0$, the condition becomes
\begin{equation}
2<b<b_c,\qquad b_c=2+\frac4{r_c}.
\label{eq:bc}
\end{equation}
Within this model, a crystal whose polarization turns easily enough has its maximum off the axis. The coefficient $a$ has cancelled. If $a$ alone depends on temperature, heating or cooling changes all three piezoelectric constants but does not carry the crystal across the threshold. This is a property of the fourth-order energy with constant $b$ and $Q$.

\subsection{Two crystals that differ in one parameter}

Take round model parameters, not those of a particular material: $P_0=0.25\ \mathrm{C/m^2}$, $a_{11}=4.0\times10^8\ \mathrm{J\,m^5/C^4}$, $Q_{11}=0.10$, $Q_{12}=-0.04$ and $Q_{44}=0.06\ \mathrm{m^4/C^2}$. SI units are used because piezoelectric coefficients are naturally stated in pm/V. Equations (\ref{eq:rc}) and (\ref{eq:bc}) give
\[
r_c=\frac{0.30+0.08}{0.06}=6.33,\qquad b_c=2+\frac{4}{6.33}=2.63 .
\]
A stiff crystal with $b=3.0$ and a soft one with $b=2.4$ lie on either side. Both have $\chi_{33}=5.0\times10^{-9}$ F/m, hence
\begin{align*}
d_{33}&=2(0.10)(0.25)(5.0\times10^{-9})\ \mathrm{m/V}=250\ \mathrm{pm/V},\\
d_{31}&=2(-0.04)(0.25)(5.0\times10^{-9})\ \mathrm{m/V}=-100\ \mathrm{pm/V}.
\end{align*}
The transverse susceptibility is $2.0\times10^{-8}$ F/m in the stiff crystal and $5.0\times10^{-8}$ F/m in the soft one, so $d_{15}=0.06\times0.25\,\chi_{11}$ is 300 and 750 pm/V. The sum $d_{15}+d_{31}$ is 200 and 650 pm/V, to be compared with $\frac32d_{33}=375$ pm/V. The coefficient of $\theta^2$ in (\ref{eq:theta2}) is $-175$ and $+275$ pm/V per rad$^2$. The resulting curves are:
\begin{center}
\begin{tabular}{lcccccc}
$\theta$ & $0^\circ$ & $15^\circ$ & $30^\circ$ & $45^\circ$ & $60^\circ$ & $75^\circ$\\
\hline
stiff, $d_{33}^*$ (pm/V) & 250 & 238 & 206 & 159 & 106 & 53\\
soft, $d_{33}^*$ (pm/V) & 250 & 267 & 303 & 318 & 275 & 161
\end{tabular}
\end{center}
For instance, at $60^\circ$ the soft crystal has $\frac12(650\times\frac34+250\times\frac14)=275$ pm/V.

For the soft crystal $\mu=650/250=2.6$, and (\ref{eq:cone}) and (\ref{eq:height}) give
\[
c_*^2=\frac{2.6}{3\times1.6}=0.542,\qquad \theta_*=42.6^\circ,\qquad
\frac{d_{33}^*(\theta_*)}{d_{33}}=1.276,
\]
or 319 pm/V. At this angle the terms of (\ref{eq:law}) in $d_{15}$, $d_{31}$ and $d_{33}$ contribute 253, $-34$ and 100 pm/V. Tilting the plate has cost 150 pm/V of the axial response and a further 34 pm/V through $d_{31}$. The shear returns 253 pm/V, which leaves a net gain of 69 pm/V. Since $d_{33}$ and $d_{31}$ are the same in both crystals, the difference between them comes entirely from $\chi_{11}$, the ease of rotation.

The numerical output also gives values found without the piezoelectric tensor. There $G-\mathbf E\cdot\mathbf P$ was brought to equilibrium for fields of $\pm1000$ V/m along $\mathbf n$, and the difference of the electrostrictive strains along $\mathbf n$ was divided by the difference of the fields. The results agree with (\ref{eq:law}) to the printed digits. The threshold was found in the same way, as the $b$ at which a plate tilted by $2^\circ$ responds as strongly as an untilted one. This gave 2.6314 instead of $b_c=2.6316$. The small offset is expected. Equal response at a finite tilt means $g(c)=0$ in (\ref{eq:factor}), or $\mu=1+1/[c(1+c)]\simeq\frac32+\frac38\theta^2$, slightly above $3/2$, and a larger $\mu$ requires a smaller $b$.

\subsection{Conditions on the result}

The law (\ref{eq:law}) is linear in the field. In the model this requires at least that the transverse polarization $\chi_{11}E\sin\theta$ remain small compared with $P_0$. For the soft crystal $P_0/\chi_{11}=5\times10^6$ V/m, far above the field used here. The linear law fails well below this value: at the best cut, a field of less than half of it, applied along $-\mathbf n$, already turns the polarization out of its original state. The scale $P_0/\chi_{11}$ shrinks in proportion to $b-2$. Among model crystals that differ only in $b$, those with the largest off-axis response also lose their original polarization state at the lowest field along $-\mathbf n$, and this field bounds the linear range from above. How far below it the strain stays linear depends on the angle of the cut as well.

The derivation also assumes one domain and a plate free to deform. If walls between domains with different polar axes move, the change of spontaneous strain in the switched region adds to the strain of the lattice, and (\ref{eq:law}) no longer describes the total. Domains of opposite polarization have the same spontaneous strain but piezoelectric coefficients of opposite sign, so their responses partly cancel. If a substrate holds the plate laterally, stress appears and the measured thickness change contains elastic constants, which rotate by a different law. Neither case can be judged by (\ref{eq:criterion}) alone.

The mirrors, on the other hand, are not essential. In class $4$ there is one more constant, $d_{14}=-d_{25}$. It enters the longitudinal response as $(d_{14}+d_{25})\,n_1n_2n_3=0$, so (\ref{eq:law}) and the criterion hold there unchanged.

\section*{Calculated quantities}
\begin{verbatim}
P0 = 0.25 C/m^2, a11 = 4.0e+08 J m^5/C^4, a = -5.0e+07 J m/C^2
Q11 = 0.10, Q12 = -0.04, Q44 = 0.06 m^4/C^2
probe field = 1000 V/m
marginal quartic coefficient / d33 = -3/8 per rad^4
limiting cone angle = 54.74 deg
critical chi11/chi33 = 6.3333
critical b: formula 2.6316, from 2 deg tilt at finite field 2.6314
--- stiff crystal, b = 3.0 ---
chi33 = 5.00e-09 F/m, chi11 = 2.00e-08 F/m
chi33/eps0 = 565, chi11/eps0 = 2259
chi11/chi33 = 4.00
d33 = 250.0, d31 = -100.0, d15 = 300.0 pm/V
d15 + d31 = 200.0 pm/V, 1.5 d33 = 375.0 pm/V
mu = 0.800
theta^2 coefficient = -175.0 pm/V per rad^2
d33* at  0 deg: law 250.00, finite field 250.00 pm/V
d33* at 15 deg: law 238.25, finite field 238.25 pm/V
d33* at 30 deg: law 205.68, finite field 205.68 pm/V
d33* at 45 deg: law 159.10, finite field 159.10 pm/V
d33* at 60 deg: law 106.25, finite field 106.25 pm/V
d33* at 75 deg: law 52.63, finite field 52.63 pm/V
best angle: formula 0.00, finite field 0.00 deg
best d33*: formula 250.00, finite field 250.00 pm/V
best d33* / d33 = 1.0000
--- soft crystal, b = 2.4 ---
chi33 = 5.00e-09 F/m, chi11 = 5.00e-08 F/m
chi33/eps0 = 565, chi11/eps0 = 5647
chi11/chi33 = 10.00
d33 = 250.0, d31 = -100.0, d15 = 750.0 pm/V
d15 + d31 = 650.0 pm/V, 1.5 d33 = 375.0 pm/V
mu = 2.600
theta^2 coefficient = 275.0 pm/V per rad^2
d33* at  0 deg: law 250.00, finite field 250.00 pm/V
d33* at 15 deg: law 267.36, finite field 267.36 pm/V
d33* at 30 deg: law 303.11, finite field 303.11 pm/V
d33* at 45 deg: law 318.20, finite field 318.20 pm/V
d33* at 60 deg: law 275.00, finite field 275.00 pm/V
d33* at 75 deg: law 161.30, finite field 161.30 pm/V
best angle: formula 42.61, finite field 42.61 deg
best d33*: formula 318.92, finite field 318.92 pm/V
best d33* / d33 = 1.2757
cos^2 of best angle = 0.5417
parts at best angle: d15 252.99, d31 -33.73, d33 99.66 pm/V
\end{verbatim}
